\section*{Powder resonance spectra of an axial g tensor by orientation quadrature}

\section{One kind of trap, many resonance fields}

The silicon channel of a charge-trap memory can be polycrystalline. At its oxide interface sit silicon dangling bonds, which trap charge and, when singly occupied, carry an electron spin. A magnetic resonance spectrometer holds the microwave frequency $\nu$ fixed and sweeps the field $B$. Each bond resonates at a field set by the angle between its axis and $\mathbf B$, and the grains turn these axes in many directions. How many directions must a calculation sum to give the measured line shape, and which part of the spectrum is hardest to get right?

Take spin $S=1/2$ with the Zeeman term $H=\mu_B\,\mathbf B\cdot\mathsf g\cdot\mathbf S$, where $\mathsf g$ has the value $g_\parallel$ along the bond axis and $g_\perp$ across it. Let $\mathbf B=B\mathbf n$, at angle $\theta$ to the axis, and $u=\cos\theta$. The spin sees the vector $\mu_B B\,\mathsf g\mathbf n$. Its length is $\mu_B B\,g$, with
\begin{equation}
g^2=g_\parallel^2u^2+g_\perp^2(1-u^2).
\end{equation}
The levels are $\pm\tfrac12 g\mu_BB$, so resonance occurs at $B(u)=h\nu/(\mu_B g)$. For randomly directed axes the solid-angle element $\sin\theta\,d\theta\,d\phi$ makes $u$ uniform. Since $\mathbf n$ and $-\mathbf n$ give the same field, $0\le u\le1$ suffices.

Write $B_\parallel=h\nu/(\mu_Bg_\parallel)$ and $B_\perp=h\nu/(\mu_Bg_\perp)$. Then
\begin{equation}
B(u)=B_\perp\left[1-\left(1-\frac{g_\parallel^2}{g_\perp^2}\right)u^2\right]^{-1/2}
\approx B_\perp+c\,u^2,\qquad
c=\frac{B_\perp}{2}\left(1-\frac{g_\parallel^2}{g_\perp^2}\right),
\end{equation}
by $(1-z)^{-1/2}\approx1+z/2$. I take $g_\parallel<g_\perp$, so $c>0$ and $B_\perp$ is the lower edge. For the opposite sign the picture is reflected and $c$ denotes the absolute value.

\section{Four orientations by hand}

For the interface bond, $g$ exceeds 2 by roughly 0.0015 along the axis and roughly 0.0085 across it. The model therefore takes $g_\parallel=2.0015$ and $g_\perp=2.0085$, treated as exact from here on. At 9.5 GHz they give $B_\perp=337.940$ mT, $B_\parallel=339.122$ mT and $c=1.1757$ mT. The true span is 1.1819 mT, so the quadratic form is good to about 0.5\% of the span.

Each orientation has a Gaussian line
\begin{equation}
G(y)=\frac{e^{-y^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\end{equation}
Its width combines an orientation-independent part, roughly 0.08 mT, with a spread of $g_\perp$ of roughly 0.0007. At the perpendicular edge this spread is a field width $0.0007\,B_\perp/g_\perp=0.1178$ mT. Independent Gaussian widths add in squares: $\sigma=\sqrt{0.08^2+0.1178^2}=0.1424$ mT. The model uses this $\sigma$ for all orientations.

Divide $0\le u\le1$ into four equal cells and take their midpoints:
\begin{center}
\begin{tabular}{lcccc}
$u$ & 1/8 & 3/8 & 5/8 & 7/8\\
$B-B_\perp$ (mT) & 0.018 & 0.1655 & 0.46 & 0.90
\end{tabular}
\end{center}
The gaps are 0.15, 0.29 and 0.44 mT, growing from about $1\sigma$ to about $3\sigma$.

At $B=B_\perp$ the prefactor is $G(0)=0.3989/0.1424=2.801$ per mT, and the four exponentials are 0.992, 0.509, 0.005 and nearly zero. With equal intensities, the average is
\begin{equation}
S(B_\perp)\approx\tfrac14(2.801)(0.992+0.509+0.005)=1.055\ \text{mT}^{-1}.
\end{equation}
At $B=B_\parallel$ the nearest line lies 0.278 mT away, or $1.95\sigma$, and the sum is $\tfrac14(2.80)e^{-1.91}=0.104$ per mT. Section 5 gives 1.051 for the first value. The second should be at least 0.21, half the height of a step found in Section 4. Four orientations thus serve the crowded edge well and miss the sparse one by a factor of two.

\section{Intensity of each orientation}

Let the linear microwave field point along a unit vector $\mathbf m\perp\mathbf n$. It couples through $\mathbf v\cdot\mathbf S$ with $\mathbf v=\mathsf g\mathbf m$. The spin is quantized along $\mathbf k=\mathsf g\mathbf n/g$, and the squared transition element is $|\mathbf v\times\mathbf k|^2/4$, because the component along $\mathbf k$ flips no spin.

With the bond axis along $z$ and $\mathbf n=(\sin\theta,0,\cos\theta)$, there are two independent drive directions. For $\mathbf m=(0,1,0)$, $\mathbf v=(0,g_\perp,0)$ is perpendicular to $\mathbf k$, and $|\mathbf v\times\mathbf k|=g_\perp$. For $\mathbf m=(\cos\theta,0,-\sin\theta)$,
\begin{equation}
|\mathbf v\times\mathbf k|=\frac{g_\perp g_\parallel\cos^2\theta+g_\parallel g_\perp\sin^2\theta}{g}=\frac{g_\parallel g_\perp}{g}.
\end{equation}
Averaging over the direction of $\mathbf m$ removes the cross term and gives half the sum of squares, so the mean squared element is $g_\perp^2(1+g_\parallel^2/g^2)/8$.

The sweep is in field, and
\begin{equation}
\delta(h\nu-g\mu_BB)=\frac{\delta(B-h\nu/g\mu_B)}{g\mu_B},
\end{equation}
which adds a factor $1/g$. The thermal population difference is common to all orientations, since each resonates at the same energy $h\nu$. Without saturation, the weight normalized to 1 at $u=0$ is
\begin{equation}
w=\frac{g_\perp}{g}\,\frac{1+g_\parallel^2/g^2}{1+g_\parallel^2/g_\perp^2}.
\end{equation}
In the example it reaches 1.0070 at $u=1$, which justifies the equal intensities of the hand sum.

\section{The analytic density of resonance fields}

Squaring and inverting $B=h\nu/(\mu_Bg)$ gives $B^{-2}=B_\perp^{-2}(1-u^2)+B_\parallel^{-2}u^2$. Solve for $u^2$ and multiply numerator and denominator by $B^2B_\perp^2B_\parallel^2$:
\begin{equation}
u^2=\frac{B^{-2}-B_\perp^{-2}}{B_\parallel^{-2}-B_\perp^{-2}}
=\frac{B_\parallel^2}{B^2}\,\frac{B^2-B_\perp^2}{B_\parallel^2-B_\perp^2}.
\end{equation}
The derivative needed is
\begin{equation}
\frac{d}{dB}\frac{\sqrt{B^2-B_\perp^2}}{B}
=\frac{1}{\sqrt{B^2-B_\perp^2}}-\frac{\sqrt{B^2-B_\perp^2}}{B^2}
=\frac{B_\perp^2}{B^2\sqrt{B^2-B_\perp^2}} .
\end{equation}
Since $u$ is uniform, the density of fields is $p=|du/dB|$. With absolute values to cover both signs of anisotropy,
\begin{equation}
p(B)=\frac{B_\parallel B_\perp^2}{B^2\sqrt{|B_\perp^2-B^2|\,|B_\perp^2-B_\parallel^2|}}
\end{equation}
between the edges, and zero outside. At $B_\parallel$ it ends in a finite step, 0.4208 per mT here. At the other edge, $u\approx\sqrt{|B-B_\perp|/c}$ gives
\begin{equation}
p\approx\frac{1}{2\sqrt{c\,|B-B_\perp|}} .
\end{equation}
This is infinite at the edge but integrable. The cause is that $B(u)$ is stationary at $u=0$ while $u$ is uniform. In terms of $\theta$, $B$ is stationary at both edges, but the weight $\sin\theta$ vanishes at $\theta=0$, so only the perpendicular edge diverges.

What can a count of unbroadened orientations show? A bin of width $\delta$ at the edge holds the fraction $u_0\approx\sqrt{\delta/c}$. Of $N$ midpoints, the number below $u_0$ is $Nu_0$ rounded to an integer, so the fraction is wrong by at most $1/(2N)$. The mean density in the bin, $u_0/\delta\approx1/\sqrt{c\delta}$, has no limit as $\delta\to0$. Counts converge for a fixed bin, but not to a finite height at the edge.

For a bin of one hundredth of the span the exact fraction is 0.100259. With $N=50$, 500 and 5000, $Nu_0$ is 5.01, 50.1 and 501.3, which round to 5, 50 and 501. The first two counted fractions are therefore both 0.1000: the bound falls tenfold, while the error itself depends on the rounding. Reducing the bin from 1/1000 to 1/4000 of the span raises its mean density from 26.83 to 53.66 per mT, the factor of two expected from $\delta^{-1/2}$.

The density was also tested away from weak anisotropy. For $(g_\parallel,g_\perp)=(2.6,2.0)$ and $(2.0,2.6)$, 5000 orientations sorted into 40 equal bins agreed with the integrated density to within $1.01/N$ in every bin.

\section{The broadened edge}

The broadened spectrum is
\begin{equation}
S(B)=\int_0^1 w\,G\big(B-B(u)\big)\,du=\int w\,p(B')\,G(B-B')\,dB'.
\end{equation}
Suppose $\sigma\ll c$. Near $B_\perp$ set $w=1$, use the edge form of $p$, and extend the range to infinity. Let $B'=B_\perp+\sigma\tau$ and $x=(B_\perp-B)/\sigma$, the distance outside the edge in units of $\sigma$. Then $B-B'=-\sigma(x+\tau)$ and
\begin{align}
S&=\int_0^\infty\frac{\sigma\,d\tau}{2\sqrt{c\sigma\tau}}\,
\frac{e^{-(x+\tau)^2/2}}{\sigma\sqrt{2\pi}}=\frac{F(x)}{\sqrt{c\sigma}},\\
F(x)&=\frac{e^{-x^2/2}}{2\sqrt{2\pi}}\int_0^\infty\tau^{-1/2}e^{-\tau^2/2-x\tau}d\tau
=\frac{e^{-x^2/4}D_{-1/2}(x)}{2\sqrt2}.
\end{align}
The last integral is $\sqrt\pi\,e^{x^2/4}D_{-1/2}(x)$, the integral representation of the parabolic cylinder function.

At $x=0$ the substitution $s=\tau^2/2$ turns the integral into $2^{-3/4}\Gamma(1/4)$, so $F(0)=0.430$. With $\sqrt{c\sigma}=0.409$ mT this gives $S(B_\perp)=1.051$ per mT, and the hand sum was 0.4\% high.

The maximum of $F$ is 0.5106, at $x=-0.7650$. The absorption maximum, where a first-derivative spectrum crosses zero, therefore lies inside the edge by $0.765\,\sigma=0.109$ mT. Reading $g_\perp$ there gives 2.00785 instead of 2.0085. The error is $-0.00065$, about 9\% of the anisotropy $g_\perp-g_\parallel$. These numbers belong to a Gaussian line. If the orientation-independent part is instead a Lorentzian of the same full width at half height, the offset is 0.122 mT and the error $-0.00073$.

In the opposite limit, $c\ll\sigma$, the edges are not resolved. Setting $w=1$ and expanding to first order in $c/\sigma$,
\begin{equation}
S\approx G(B-B_\perp)-c\,G'(B-B_\perp)\int_0^1u^2du\approx G(B-B_\perp-c/3).
\end{equation}
The line is a single Gaussian centred at the mean resonance field, and the edge profile no longer applies.

\section{The quadrature error in general}

The midpoint rule replaces the integral $I$ of $f(u)=w\,G(B-B(u))$ by $M=N^{-1}\sum_jf(u_j)$, with $u_j=(j+\tfrac12)/N$. Its error takes three forms along the spectrum.

\subsection{Interior: ripple}

Away from both ends $f$ is a narrow peak, and the sampling comb has the Fourier series
\begin{equation}
\frac1N\sum_j\delta(u-u_j)=\sum_m(-1)^me^{2\pi imNu}.
\end{equation}
The term $m=0$ gives $I$. The terms $m=\pm1$ give the leading error $-2\int f\cos(2\pi Nu)\,du$. Across a narrow line, $u\approx u_B+p\,(B'-B)$, with $u_B$ the value resonant at $B$ and the sign of $p$ immaterial. The Fourier transform of a Gaussian then gives
\begin{equation}
\frac{M-I}{I}\approx-2\cos(2\pi Nu_B)\,e^{-2\pi^2N^2p^2\sigma^2}.
\end{equation}
Setting the amplitude equal to a tolerance $\varepsilon$ yields
\begin{equation}
N=\frac{1}{\pi p\sigma}\sqrt{\tfrac12\ln(2/\varepsilon)} .
\label{eq:ripple}
\end{equation}
Where resonance fields are dense, few points are needed. At fixed $u$, $p\propto1/c$, so $N\propto c/\sigma$.

\subsection{Singular edge: fast convergence}

Near $B_\perp$ the linear form fails, but $f$ is even in $u$ and smooth. Extending it to negative $u$ creates no kink, and the midpoint grid continues evenly across $u=0$. Put $u=v\sqrt{\sigma/c}$. Then $f\propto e^{-(x+v^2)^2/2}$, and the phase is $2\pi N\sqrt{\sigma/c}\,v$. At fixed $x$ the relative error depends on $N\sqrt{\sigma/c}$ alone, so $N\propto\sqrt{c/\sigma}$. In this limit it also falls faster than any power of $N$, as does the Fourier transform of any smooth, rapidly decaying function. At finite $c/\sigma$ the cut-off at $u=1$ leaves an $N^{-2}$ tail, which is exponentially small when that end lies many linewidths away. The singularity belongs to the density over field; the integrand over $u$ has none.

\subsection{Parallel end: a power-law tail}

At $u=1$ the integrand is cut off with a nonzero slope. Over a cell of width $1/N$, Taylor expansion about the midpoint gives $f(u_j)/N+f''(u_j)/(24N^3)$ for the integral. Summing over cells,
\begin{equation}
M-I\approx-\frac{1}{24N^2}\int_0^1f''\,du=-\frac{f'(1)}{24N^2},
\end{equation}
since $f'(0)=0$ by evenness. For $B=B_\parallel+y$, neglecting the slope of $w$, $f'(1)=w\,yG(y)/[\sigma^2p(B_\parallel)]$. At $y=\sigma$, $G=0.2420/0.1424=1.699$ per mT, and for $N=100$
\begin{equation}
M-I\approx-\frac{1.007\times1.699}{0.1424\times0.4208\times24\times10^4}
=-1.19\times10^{-4}\ \text{mT}^{-1},
\end{equation}
which agrees with the computed error to better than 1\%.

This slope is largest at $|y|=\sigma$. With $p(B_\parallel)\approx1/(2c)$ and the peak height $0.5106/\sqrt{c\sigma}$, the largest tail error relative to the peak is about $0.04\,(c/\sigma)^{3/2}/N^2$. For the example, $c/\sigma=8.26$ and an error of $10^{-3}$ needs $N\approx31$. The ripple rule at $B_\parallel$ would ask for about 10, so here the tail decides.

Gauss--Legendre nodes in $u$ remove the power-law tail. The integrand is analytic on the closed interval, and for such functions this rule converges geometrically.

\section{Reading the convergence}

The reference is the integral of $w\,p\,G$ over field, with the inverse square root built into the integration rule, so it uses no orientation sum. Errors below are the largest found on 21 fields per edge window and 61 fields over the whole range, relative to the spectrum's peak, 1.25 per mT. A tenfold finer grid raises the entries $0.18$, $0.22$ and $9.7\times10^{-3}$ to $0.19$, $0.23$ and $9.85\times10^{-3}$ and leaves the others as shown. The edge columns cover $\pm2\sigma$ about each edge; the last covers the whole spectrum and $3\sigma$ beyond.
\begin{center}
\begin{tabular}{rccc}
$N$ & midpoint, $B_\perp$ & midpoint, $B_\parallel$ & Legendre, whole\\
4 & $2.7\times10^{-2}$ & $1.8\times10^{-1}$ & $2.2\times10^{-1}$\\
8 & $1.9\times10^{-5}$ & $2.4\times10^{-2}$ & $9.7\times10^{-3}$\\
16 & $<10^{-10}$ & $4.0\times10^{-3}$ & $1.0\times10^{-6}$\\
32 & $<10^{-10}$ & $9.5\times10^{-4}$ & $<10^{-12}$
\end{tabular}
\end{center}
At the parallel edge, doubling $N$ from 16 to 32 divides the midpoint error by about four, as the $N^{-2}$ tail requires.

Narrowing the line at fixed $g$ values separates the scalings. For a tolerance of $10^{-3}$ relative to the largest value within $\pm2\sigma$ of the chosen field:
\begin{center}
\begin{tabular}{rccc}
$c/\sigma$ & edge & interior, $u^2=1/2$ & Eq.~(\ref{eq:ripple})\\
50 & 16 & 46 & 44.1\\
200 & 31 & 178 & 176.4\\
800 & 61 & 706 & 705.7
\end{tabular}
\end{center}
The growth exponents are 0.48 and 0.98, against 1/2 and 1; one point more or less at $N=16$ moves the first by 0.02. The counts use 21 fields per window; a denser grid raises 706 to 707. The excess of 46 over 44.1 comes about equally from rounding up to a whole number and from the width of the window, since a window of $\pm\sigma/2$ needs 45. At the far end of the $\pm2\sigma$ window $u^2=0.54$, where $p$ is smaller and the rule gives $44.1\sqrt{0.54/0.50}=45.8$.

The method in general is then:
\begin{enumerate}
\item Choose nodes and quadrature weights in $u$ on $[0,1]$. Gauss--Legendre suits a whole spectrum; midpoints suffice for the perpendicular edge.
\item At each node compute $g$, $B(u)$ and $w$, and add the weighted line shape.
\item For midpoints, estimate $N$ from Eq.~(\ref{eq:ripple}) at the smallest $p$ in the region wanted, and near $B_\parallel$ include the $N^{-2}$ tail. Within a few $\sigma$ of $B_\perp$ the linear form behind that equation fails and the estimate is about 20\% low: at $B_\perp+2\sigma$ it gives 12.4, 24.8 and 49.6 where the table needs 16, 31 and 61, so for a tolerance of $10^{-3}$ take $N\approx2.2\sqrt{c/\sigma}$ there. Gauss--Legendre nodes inside the interval are spaced by about $\pi\sqrt{u(1-u)}/N$ instead of $1/N$, so multiply the estimate at each $u$ by $\pi\sqrt{u(1-u)}$, which is at most $\pi/2$, and take the largest result.
\item Compare with the field integral of $w\,p\,G$, at both edges and in between.
\end{enumerate}

\section{What a real channel changes}

The $g$ values and widths used here are rough typical ones for the axial dangling bond at a silicon--oxide interface. Real channels can break the assumptions of one width, random axes and axial symmetry. Letting the $g_\perp$ spread act with its proper orientation dependence changes the spectrum by up to 4.8\% of its peak and moves the maximum by 0.007 mT. A trial grain texture, $1+0.2P_2(u)$ with $P_2$ the second Legendre polynomial, changes it by up to 7.5\% and moves the maximum by 0.006 mT. A trial splitting of $g_\perp$ into two values 0.001 apart gives 4.8\% and 0.012 mT. For these trial sizes each shift alone is small beside the 0.109 mT offset of the maximum from the edge, though shifts of the same sign add up. The axes can be far less random than this trial: a bond at an interface points into the oxide, so even randomly turned grains favour axes near the interface normal. As an illustration, weight each axis by the cosine of its angle to the normal. With the field along the normal the weight is $2u$, which vanishes at the perpendicular edge; the spectrum changes by 52\% of its peak and the maximum moves by 0.42 mT. With the field across the normal the weight is proportional to $\sin\theta$; the change is 22\% and the shift $-0.009$ mT. Uniform $u$ describes a sample in which the interface normals themselves point in all directions. The height changes far exceed a quadrature error of $10^{-3}$. Dipolar fields depend on how the centres are placed. A neighbour 10 nm away, the spacing of a regular square array at $10^{12}$ cm$^{-2}$, contributes about 0.001 mT if it lies across the field direction and twice that if it lies along it. The dipolar field grows as the inverse cube of the distance, however, and at 2.5 nm these values are about 0.06 and 0.12 mT, no longer small beside $\sigma$. These values are for spins with different resonance fields; for two centres with the same resonance field the shifts are $3/2$ as large. Close pairs among randomly placed centres are therefore outside this model, and they are not rare. For random placement in a plane normal to the field at $10^{12}$ cm$^{-2}$, the median dipolar field is about 0.009 mT and about a fifth of the centres see more than 0.05 mT; at $5\times10^{12}$ cm$^{-2}$ the median is about 0.1 mT. Silicon-29 at the bond's own atom moves roughly 5\% of the centres into hyperfine satellites outside this model. Silicon-29 at neighbouring sites can split or broaden the lines of further centres, which is also left out. For a textured film, or for interfaces of fixed orientation to the field, the average must include the actual distribution of axes. For a centre without axial symmetry, it must also run over a second angle. The numerical output below lists the computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
frequency 9.5 GHz; g_par 2.0015, g_perp 2.0085
B_perp 337.940 mT, B_par 339.122 mT, span 1.1819 mT
edge curvature c 1.1757 mT
orientation-independent width 0.080 mT; g_perp spread 0.0007
g_perp spread as field 0.1178 mT; model sigma 0.1424 mT
c/sigma 8.26
density at B_par 0.4208 per mT
density at mid-span 0.5975 per mT
intensity weight at parallel / perpendicular 1.00700
edge bin 0.01182 mT: exact fraction 0.100259
  N 50: counted 0.100000, rel. error -2.59e-03, bound 9.97e-02
  N 500: counted 0.100000, rel. error -2.59e-03, bound 9.97e-03
  N 5000: counted 0.100200, rel. error -5.93e-04, bound 9.97e-04
edge-bin mean density, bin span/1000 and span/4000: 26.83, 53.66 per mT
universal edge maximum: 0.7650 sigma inside, F_max 0.5106
example maximum at 338.0494 mT, 0.1089 mT inside edge
example peak height 1.2478 per mT
g read at maximum 2.00785, error -0.00065
max error / peak: midpoint at edge, midpoint at B_par, Legendre overall
  N 4: 2.7e-02, 1.8e-01, 2.2e-01
  N 8: 1.9e-05, 2.4e-02, 9.7e-03
  N 16: 3.9e-11, 4.0e-03, 1.0e-06
  N 32: 1.8e-11, 9.5e-04, 2.0e-13
  N 64: 5.4e-12, 2.3e-04, 2.3e-13
endpoint error at B_par+sigma, N 100: found -1.193e-04, predicted -1.190e-04 per mT
points for 1e-3 error: edge, interior (u^2 = 1/2), interior formula
  c/sigma 50: 16, 46, 44.1
  c/sigma 200: 31, 178, 176.4
  c/sigma 800: 61, 706, 705.7
growth exponents in c/sigma: edge 0.483, interior 0.985
orientation-dependent width: largest change 4.8 % of peak, maximum moves +0.007 mT
texture 1+0.2*P2(u): largest change 7.5 % of peak, maximum moves +0.006 mT
rhombic g splitting 0.001: largest change 4.8 % of peak, maximum moves +0.012 mT
dipole field at 1e+12 cm^-2, spacing 10.0 nm: 0.00093 mT
spin polarization at 300 K: 7.60e-04
rough share of centres in silicon-29 satellites: 5 %
\end{verbatim}
